\section*{The three-reading current-reversal estimator for low resistances}

\section{The decision: how many readings per resistance value}

At a current of about a milliampere, a four-terminal measurement of a few milliohms gives a signal of some microvolts, and thermoelectric voltages in the leads can be nearly as large. The operator must decide how many voltmeter readings to spend on each resistance value. One reading contains the whole thermoelectric offset. Two readings with opposite currents remove a constant offset but retain part of its drift. Three readings remove a linear drift as well. Whether the third reading is worth its time depends on the drift rate, the interval between readings and the accuracy required.

Let a resistance $R$ carry currents $+I,-I,+I$ at times $t_1,t_2,t_3$, and let $V=IR$. Voltages are counted positive when a positive current produces a positive resistive voltage. The readings are
\begin{equation}
V_k=c_kV+E(t_k),\qquad (c_1,c_2,c_3)=(+1,-1,+1).
\label{eq:model}
\end{equation}
Here $E(t)$ collects the thermoelectric emf of the voltage circuit and the zero offset of the meter. It is assumed independent of the current. The resistance is assumed ohmic and constant during the three readings; both assumptions are relaxed below.

\section{Construction and verification}

We seek a linear combination $\hat V=w_1V_1+w_2V_2+w_3V_3$ that returns $V$ for every offset and every linear drift. Measure time from the middle reading and write
\begin{equation}
E(t)=E_2+s(t-t_2),
\end{equation}
where $E_2$ is the emf at $t_2$ and $s$ its drift rate. With the gaps $a=t_2-t_1$ and $b=t_3-t_2$, substitution gives
\begin{align}
\hat V={}&(w_1-w_2+w_3)V+(w_1+w_2+w_3)E_2\nonumber\\
&+(-aw_1+bw_3)s .
\end{align}
Since $V$, $E_2$ and $s$ are independent, $\hat V=V$ requires
\begin{align}
w_1-w_2+w_3&=1, \label{eq:c1}\\
w_1+w_2+w_3&=0, \label{eq:c2}\\
-aw_1+bw_3&=0. \label{eq:c3}
\end{align}
Subtracting \eqref{eq:c1} from \eqref{eq:c2} gives $2w_2=-1$, so $w_2=-1/2$. Equation \eqref{eq:c2} then gives $w_1+w_3=1/2$. From \eqref{eq:c3}, $w_3=aw_1/b$, hence $w_1(a+b)/b=1/2$ and
\begin{equation}
w_1=\frac{b}{2(a+b)},\qquad w_2=-\frac12,\qquad
w_3=\frac{a}{2(a+b)}.
\label{eq:weights}
\end{equation}
Each step was forced, so the weights are unique. For equal gaps, $a=b=\tau$, they become $1/4,-1/2,1/4$:
\begin{equation}
\boxed{\hat V=\frac{V_1-2V_2+V_3}{4}},\qquad \hat R=\frac{\hat V}{I}.
\label{eq:est}
\end{equation}

Direct substitution verifies the result. For equal spacing,
\begin{align}
V_1&=V+E_2-s\tau,\\
-2V_2&=2V-2E_2,\\
V_3&=V+E_2+s\tau .
\end{align}
The sum is $4V$: the offsets add to $E_2-2E_2+E_2=0$ and the drifts to $-s\tau+s\tau=0$. The factor 4 appears because the reversed reading enters with weight $-2$ and contributes $+2V$.

A real reading is an average over a window of width $T$. For a linear emf,
\begin{equation}
\frac1T\int_{t_k-T/2}^{t_k+T/2}[E_2+s(t-t_2)]\,dt
=E_2+s(t_k-t_2),
\end{equation}
because the part odd about $t_k$ integrates to zero. The cancellation therefore holds for finite windows of equal width, with $t_k$ taken at the window centres.

The two-reading estimator shows what the third reading buys:
\begin{equation}
\frac{V_1-V_2}{2}=\frac{2V+E(t_1)-E(t_2)}2=V-\frac{s\tau}{2}.
\label{eq:pair}
\end{equation}
The last step uses $E(t_1)-E(t_2)=-s\tau$. The offset has gone, but half of the drift over one interval remains.

The same three readings also determine the emf. From \eqref{eq:model},
\begin{equation}
\hat E_2=V_2+\hat V,\qquad \hat s=\frac{V_3-V_1}{2\tau}.
\label{eq:diag}
\end{equation}
Three readings fix three unknowns, so no residual is left to reveal that the drift was curved. A steady change of $R$ during the readings would also be counted in $\hat s$.

\section{Error from curved drift}

Let $E$ have a continuous second derivative. Taylor's formula with integral remainder, which follows from integration by parts, gives
\begin{align}
E(t_2+\tau)&=E(t_2)+\tau E'(t_2)
+\int_0^\tau(\tau-u)E''(t_2+u)\,du,\\
E(t_2-\tau)&=E(t_2)-\tau E'(t_2)
+\int_0^\tau(\tau-u)E''(t_2-u)\,du .
\end{align}
Add these, subtract $2E(t_2)$ and divide by 4. The first derivatives cancel, and the two integrals combine into one over positive and negative $u$:
\begin{equation}
\hat V-V=\frac14\int_{-\tau}^{\tau}(\tau-|u|)E''(t_2+u)\,du.
\label{eq:kernel}
\end{equation}
The weight $\tau-|u|$ is a triangle of area $\tau^2$. Therefore
\begin{equation}
|\hat V-V|\le\frac{\tau^2}{4}\max|E''|,
\label{eq:bound}
\end{equation}
with the maximum taken between the first and third readings. For constant curvature the error equals $\tau^2E''/4$, so halving the interval divides it by four.

After a probe lands, its temperature relaxes. A simple model is $E=A e^{-t/\theta}$ with the first reading at $t=0$. Writing $q=e^{-\tau/\theta}$, the three emfs are $A,Aq,Aq^2$, and
\begin{equation}
\hat V-V=\frac{A(1-2q+q^2)}4=\frac{A(1-q)^2}{4}.
\label{eq:exp}
\end{equation}
The two-reading error is $A(1-q)/2$. The third reading thus multiplies the error by $(1-q)/2$, which is close to $\tau/(2\theta)$ when $\tau\ll\theta$. In the opposite limit, $\tau\gg\theta$, the emf has died away before the second reading, $q\to0$, and the error tends to $A/4$. The drift is then far from linear over the measurement, and the estimator merely dilutes the disturbance in the first reading.

A periodic disturbance gives a second useful case. If $E(t)=B\cos(\omega t+\phi)$, the addition formula yields $E(t_2+\tau)+E(t_2-\tau)=2\cos(\omega\tau)E(t_2)$, so
\begin{equation}
\hat V-V=\frac{2\cos\omega\tau-2}{4}E(t_2)
=-\sin^2\!\left(\frac{\omega\tau}{2}\right)E(t_2).
\label{eq:freq}
\end{equation}
Slow fluctuations are suppressed by about $(\omega\tau/2)^2$. At $\omega\tau=\pi$ the disturbance reverses together with the current and passes at full size. Equation \eqref{eq:freq} is for short readings; averaging within each window reduces the disturbance further.

\section{Errors from timing, current and settling}

\subsection{Unequal spacing}

Suppose the middle reading is late by $\delta$ relative to the midpoint of the outer two. Then $t_1+t_3-2t_2=-2\delta$, and the equal-spacing weights leave
\begin{equation}
\hat V-V=\frac{s(t_1+t_3-2t_2)}4=-\frac{s\delta}{2}.
\label{eq:late}
\end{equation}
If the times are recorded, the weights \eqref{eq:weights} remove this error.

\subsection{Unequal currents and changing resistance}

Let the forward and reverse magnitudes be $I_f$ and $I_r$. The resistive part of the estimate is
\begin{equation}
\frac{RI_f+2RI_r+RI_f}{4}=R\,\frac{I_f+I_r}{2}.
\end{equation}
The voltage must be divided by the mean magnitude. A constant source offset $i_0$ gives $I_f=I+i_0$ and $I_r=I-i_0$, whose mean is $I$, so it drops out. An error in the calibration of $I$, or in the gain of the meter, does not.

If the film warms slowly, let $R(t)=R_2+g(t-t_2)$. Then
\begin{equation}
\frac{I(R_2-g\tau)+2IR_2+I(R_2+g\tau)}4=IR_2.
\end{equation}
The estimator reports the resistance at the middle time, and the film temperature should be recorded for that time.

\subsection{An emf that depends on the current}

Current reversal recognizes an unwanted voltage by its failure to reverse. Add an emf $pI+hI^2$, evaluated with the signed current. Its contribution is
\begin{equation}
\frac{(pI+hI^2)-2(-pI+hI^2)+(pI+hI^2)}4=pI .
\label{eq:odd}
\end{equation}
For equal forward and reverse magnitudes the even part cancels; a source offset $i_0$ leaves a remainder $h[(I+i_0)^2-(I-i_0)^2]/2=2hIi_0$. The odd part is indistinguishable from a resistance $p$. Joule heat is even in $I$, so a steady emf caused by it cancels, although the accompanying change of $R$ does not. Peltier heat at the current contacts is odd in $I$. If the contact temperatures follow each reversal, the resulting emf survives.

\subsection{Incomplete settling}

Let the measuring circuit respond with a first-order lag $\tau_s$, so that its output $y$ obeys $\tau_s\dot y=V_{\rm target}-y$. If it had settled at $-V$ before reversal to $+V$, then after a delay $d$
\begin{equation}
y=V-2Ve^{-d/\tau_s}=V\left(1-2e^{-d/\tau_s}\right).
\end{equation}
The factor 2 is there because the voltage steps by $2V$. The opposite reversal gives the same expression with opposite sign. When the first reading also follows a reversal, all three resistive voltages shrink alike and
\begin{equation}
\frac{V-\hat V}{V}=2e^{-d/\tau_s}.
\label{eq:settle}
\end{equation}
If the sequence instead starts from zero current, the first deficit is $x=e^{-d/\tau_s}$ rather than $2x$. The total relative loss is then $[x+2(2x)+2x]/4=7x/4$.

\section{Noise and long trains of readings}

Let the readings have independent random errors of standard deviation $\sigma$. Variances add with squared weights:
\begin{equation}
\sigma_{\hat V}^2=\sigma^2\,\frac{1+4+1}{16}=\frac38\sigma^2,\qquad
\sigma_{\hat V}=0.612\,\sigma .
\label{eq:noise}
\end{equation}
For two readings the variance is $\sigma^2/2$. The third reading therefore lowers the noise and, when the drift is nearly linear, the drift error too. The lower noise comes from the longer measurement: for white noise, two readings each averaged 1.5 times as long would have the variance $\sigma^2/3$. For unequal gaps, \eqref{eq:weights} gives
\begin{equation}
\frac{\sigma_{\hat V}^2}{\sigma^2}=\frac14+\frac{a^2+b^2}{4(a+b)^2},
\end{equation}
which is smallest, $3/8$, at $a=b$ and approaches $1/2$ when one gap is much shorter than the other.

To average further, keep alternating the current for $N\ge4$ equally spaced readings and form $M=N-2$ overlapping estimates
\begin{equation}
D_k=(-1)^{k-1}\frac{V_k-2V_{k+1}+V_{k+2}}4,\qquad k=1,\ldots,M.
\label{eq:train}
\end{equation}
The sign makes each $D_k$ equal to $+V$ in the absence of errors. Neighbouring estimates share readings, so their noise is correlated and $\sigma_{\hat V}/\sqrt M$ would be wrong. Count instead the weight of each reading in $\sum_kD_k$. Apart from its alternating sign, an interior reading receives $1/4+1/2+1/4=1$. The first and last readings receive $1/4$, and their neighbours $1/4+1/2=3/4$. The squared weights sum to
\begin{equation}
(N-4)+2\left(\frac1{16}+\frac9{16}\right)=N-2.75,
\end{equation}
and the mean $\bar D=M^{-1}\sum_kD_k$ has standard deviation
\begin{equation}
\sigma_{\bar D}=\sigma\,\frac{\sqrt{N-2.75}}{N-2}.
\label{eq:trainnoise}
\end{equation}
For large $N$ this approaches $\sigma/\sqrt N$. Disjoint triples would give $\sigma\sqrt{(3/8)(3/N)}=1.06\,\sigma/\sqrt N$, so in a long train overlapping gains about six per cent in noise.

The alternating signs also help against curvature, and overlap makes this help available with only four readings. For constant $E''$, the errors of $D_1$ and $D_2$ are $+\tau^2E''/4$ and $-\tau^2E''/4$. Their mean,
\begin{equation}
\frac{D_1+D_2}{2}=\frac{V_1-3V_2+3V_3-V_4}{8},
\end{equation}
thus cancels quadratic drift too. Their difference, $\tau^2E''/2$, supplies the curvature check that three readings cannot give, provided that it exceeds the noise and that $R$ stays constant. For exponential drift the alternating errors form a geometric series:
\begin{align}
\bar D-V&=\frac{A(1-q)^2}{4M}\sum_{k=1}^{M}(-q)^{k-1}\nonumber\\
&=\frac{A(1-q)^2}{4M}\,\frac{1-(-q)^M}{1+q}.
\label{eq:trainbias}
\end{align}

\section{Worked example: one square of copper film}

Take a copper film on oxidized silicon, 1000~nm thick and 100~$\mu$m wide, with voltage taps 100~$\mu$m apart. With a rough resistivity of 2.00~$\mu\Omega$\,cm and uniform current,
\begin{equation}
R=\frac{(2.00\times10^{-8}\,\Omega\,\mathrm m)(10^{-4}\,\mathrm m)}
{(10^{-4}\,\mathrm m)(10^{-6}\,\mathrm m)}=20.000\ \mathrm{m}\Omega .
\end{equation}
A current of 1.00~mA gives $V=20.0000~\mu$V.

The voltage tips differ thermoelectrically from copper by a rough 3.0~$\mu$V/K. Each tip contributes an emf proportional to the temperature drop along it, and what matters is the difference between the two drops. Let this be 0.50~K at the first reading, relaxing with $\theta=25.0$~s. Then $A=1.5000~\mu$V, and the initial drift rate is $-A/\theta=-60.00$~nV/s. With $\tau=0.50$~s, the noise-free, fully settled readings are
\begin{equation}
V_1=21.50000,\quad V_2=-18.52970,\quad V_3=21.44118\ \mu\mathrm V .
\end{equation}
The estimator gives
\begin{equation}
\hat V=\frac{21.50000+37.05940+21.44118}{4}=20.00015\ \mu\mathrm V,
\end{equation}
or $\hat R=20.00015$~m$\Omega$. The extra digits display the small algebraic error; they do not represent the accuracy of a real measurement. From \eqref{eq:diag}, $\hat E_2=1.47045~\mu$V and $\hat s=-58.8$~nV/s, slightly smaller in magnitude than the initial rate because the drift is slowing.

Relative to $V$, the three choices compare as follows, with film, current and drift held fixed:
\begin{center}
\begin{tabular}{lrr}
Readings & Error (nV) & Error (ppm)\\
one & 1500 & 75000\\
two & 14.85 & 743\\
three & 0.147 & 7.35
\end{tabular}
\end{center}
The two-reading error is close to $-s\tau/2=15$~nV from \eqref{eq:pair}. The three-reading error lies just below the bound \eqref{eq:bound}, which is 0.150~nV for the initial curvature of 2.400~nV/s$^2$.

Other errors can be larger than this remainder. A middle reading 10~ms late adds 0.300~nV, or 15~ppm, under linear drift at the initial rate. With a lag of 5~ms, very short readings taken 50~ms after each reversal lower the result by $2e^{-10}$, or 91~ppm. Averaging over a window $T$ that starts at that moment multiplies the loss by $(\tau_s/T)(1-e^{-T/\tau_s})$, which leaves 22~ppm for $T=20$~ms. Random noise of 10~nV per reading gives 6.12~nV, or 306~ppm, for one triple. A train of 42 readings, lasting 20.5~s, reduces the noise to
\begin{equation}
10\ \mathrm{nV}\times\frac{\sqrt{39.25}}{40}=1.57\ \mathrm{nV},
\end{equation}
which is 78~ppm. Its curvature error is 0.001~nV. These figures assume that $R$ stays constant for the whole 20.5~s. If the film temperature itself relaxed from 0.50~K with the same $\theta$, then with the coefficient of 0.0039~K$^{-1}$ used below $R$ would move by about 1100~ppm during the train, and the average would differ from the resistance at the middle time by about 35~ppm. For very short readings the settling loss is then as large as the noise, and the remedy is a longer delay: taking more readings cannot reduce a loss common to all of them.

\subsection{Heating by the measuring current}

The heat path is estimated as a slab of oxide 1000~nm thick under a pad of $100\times100~\mu$m$^2$, followed by spreading into silicon. A slab of thickness $\ell$, area $\mathcal A$ and conductivity $k$ has thermal resistance $\ell/(k\mathcal A)$. For the spreading we use the standard result $1/(4kr)$ for an isothermal disc of radius $r$ on a thick substrate, with the disc given the area of the pad, so that $r=56~\mu$m. With rough conductivities of 1.4 and 150~W/(m\,K), the two thermal resistances are 71.4 and 29.5~K/W. The Joule power $I^2R=20$~nW of this one square warms it by about 2~$\mu$K. The rest of the line also warms the silicon, which raises the figure to about 3~$\mu$K for a line eleven squares long. Either way $R$ changes by only about 0.01~ppm. Heat from the resistance of the current contacts comes on top: 1~$\Omega$ would release 1~$\mu$W, and would change $R$ by about 0.4~ppm if it warmed the film through the same thermal resistance.

For the Peltier effect, the same Seebeck difference $S$ is used at the current contacts. The heat at each is $STI=0.90~\mu$W at 300~K, released at one contact and absorbed at the other. The pads then differ by $2\times0.90~\mu\mathrm W\times101~\mathrm{K/W}=0.18$~mK. If all of this difference reached the voltage tips, the emf would be 0.55~nV, or 27~ppm of the signal. By \eqref{eq:odd}, reversal would not remove it. The estimate assigns all contact heat to the film pads and spreads it evenly over them. Heat leaving through the probes, or voltage tips well away from the current contacts, would make the effect smaller. A small probe contact would make it larger close by: with a film conductivity of about 400~W/(m\,K), and film and oxide both 1~$\mu$m thick, the temperature rise in the film decays sideways over a characteristic length of about $\sqrt{400/1.4}\times1~\mu\mathrm m\approx17~\mu$m as heat passes into the oxide.

\subsection{Plausibility and limits of the example}

The resistivity is somewhat above that of bulk copper, as is reasonable for a deposited film, and a Seebeck difference of a few microvolts per kelvin is plausible for metal probes. The current density, $10^3$~A/cm$^2$, is modest for a copper line. The film temperature must also be known: with the bulk coefficient of 0.0039~K$^{-1}$, a temperature error of 0.1~K shifts $R$ by 390~ppm. If the excess resistivity of the film does not depend on temperature, the coefficient falls to about 0.0033~K$^{-1}$ and the shift to about 330~ppm, still slightly more than the noise of one triple. If resistivity is wanted, geometry matters more still, since an error of 1~$\mu$m in the tap spacing changes the inferred value by about 1\%. Air currents can also make the thermal emf fluctuate instead of relaxing smoothly; the estimate based on slow curvature then no longer holds, and equation \eqref{eq:freq} applies to each frequency component separately. Irregular fluctuations also contain fast components, which may be suppressed only a little.

\section{Procedure and choice of interval}

\begin{enumerate}
\item Apply $-I$ and let the circuit settle, so that the first reading also follows a reversal.
\item Apply $+I,-I,+I$, using the same delay and window after each reversal, and record the window centres.
\item Form \eqref{eq:est}, or use \eqref{eq:weights} if the gaps differ, and divide by the mean current magnitude.
\item Use \eqref{eq:diag} to obtain the drift rate. If the drift is nearly linear over the three readings and $|\hat s|\tau/2$ is well below the permitted error, two readings would have sufficed as far as drift is concerned. A small $\hat s$ alone does not show this, since a curved or periodic emf can return to its first value at the third reading.
\item If noise dominates, extend the train and average \eqref{eq:train}.
\end{enumerate}

The interval is limited from both sides. It must contain the settling delay and the reading window, while \eqref{eq:bound} favours a short interval. In the example, curvature contributes 7~ppm and settling up to 91~ppm. Lengthening the delay from 50 to 75~ms divides the settling loss by $e^5\approx150$, and needs no longer interval unless the reading window already fills it. With a faster thermal relaxation the balance would change, because at fixed $A$ and for $\tau\ll\theta$ the curvature error grows as $(\tau/\theta)^2$. The numerical output lists the main inputs and error estimates.

\section*{Computed results}
\begin{verbatim}
weights w1, w2, w3: [ 0.25 -0.5   0.25]
film resistivity: 2.00 uOhm cm
film thickness: 1000 nm
film width: 100 um, tap spacing: 100 um
resistance R: 20.000 mOhm
current I: 1.00 mA
current density: 1e+03 A/cm2
signal I*R: 20.0000 uV
Seebeck difference: 3.0 uV/K
initial tip temperature difference: 0.50 K
relaxation time: 25.0 s, spacing: 0.50 s
initial thermal emf: 1.5000 uV
initial drift rate: -60.00 nV/s
initial curvature: 2.400 nV/s2
V1: 21.50000 uV
V2: -18.52970 uV
V3: 21.44118 uV
three-reading voltage: 20.00015 uV
three-reading R: 20.00015 mOhm
single error: 1500.0 nV = 75000 ppm
two-reading error: 14.851 nV = 742.5 ppm
three-reading error: 0.1470 nV = 7.35 ppm
curvature bound: 0.1500 nV
middle reading late by: 10 ms
timing error: 0.300 nV = 15.0 ppm
lag: 5 ms, delay: 50 ms
settling loss: 90.8 ppm
noise per reading: 10.0 nV
noise of one triple: 6.12 nV = 306 ppm
train: 42 readings, 40 triples, 20.5 s
train noise: 1.57 nV = 78 ppm
train curvature error: 0.00102 nV = 0.051 ppm
oxide thickness: 1000 nm
conductivity oxide, silicon: 1.4, 150 W/(m K)
thermal resistance oxide, silicon: 71.4, 29.5 K/W
Joule temperature rise: 2.02 uK
Joule change of R: 0.0079 ppm
temperature for Peltier estimate: 300 K
Peltier heat per contact: 0.90 uW
Peltier pad difference: 0.182 mK
Peltier emf: 0.545 nV = 27.3 ppm
temperature coefficient of R: 0.0039 1/K
change of R for 0.1 K: 390 ppm
\end{verbatim}
